\section*{Static polarizability of a symmetric two-well tunnelling dipole}

\section{Problem}

A charged particle, or a small group of atoms, can sit in either of two equivalent wells inside a solid. Along the direction of an applied field $F$ its dipole moment is $+p$ in the right-hand well and $-p$ in the left-hand well. Tunnelling through the barrier splits the two lowest levels by an energy $\Delta_0$. The temperature is zero.

(a) Estimate the static polarizability
\begin{equation}
\alpha=\left.\frac{dm}{dF}\right|_{F=0}
\end{equation}
by scaling, where $m$ is the mean dipole in the ground state.

(b) Solve the two-level model at any static field, find $\alpha$, and compare it with the estimate.

(c) Evaluate $\alpha$ for $p=0.05\,e\,$nm and $\Delta_0=20\,\mu$eV. Find how far it is changed by temperature, a difference between the wells, a finite frequency, a neighbouring defect and the higher levels.

Three conventions fix the factors of two. The moment $p$ is half the change of dipole between the wells. The splitting $\Delta_0$ is the whole gap between the levels. The coupling energy of a well to the applied field is $\mp pF$, so that $p$ already contains any local-field correction and the projection on the field direction.

\section{First estimate by scaling}

At zero temperature the two-level problem contains one moment, $p$, and one energy, $\Delta_0$. A polarizability has the dimension of a dipole squared divided by an energy, because $\alpha F^2$ is an energy and $pF$ is an energy. Hence
\begin{equation}
\alpha=C\,\frac{p^2}{\Delta_0},
\end{equation}
with a pure number $C$ that dimensions cannot supply.

A physical argument suggests its size. Tunnelling spreads the particle equally over both wells, and the field tries to collect it in one. The field should win when $pF$ is comparable with $\Delta_0$, and the dipole is then close to $p$. Joining this point to the origin by a straight line gives
\begin{equation}
\alpha_{\rm est}=\frac{p}{\Delta_0/p}=\frac{p^2}{\Delta_0},
\qquad C_{\rm est}=1.
\end{equation}
The dependence on $p$ and $\Delta_0$ is reliable. The factor is not, since the choice $pF=\Delta_0$ for the crossover was arbitrary.

\section{Exact solution of the two-level model}

\subsection{The Hamiltonian}

Let $\phi_0$ and $\phi_1$ be the two lowest states of a charge $q$ in a symmetric double well without field. They can be chosen real. The lower is even and the upper is odd, with $E_1-E_0=\Delta_0$. Choose their signs so that $q x_{01}>0$, where $x_{ij}=\langle\phi_i|x|\phi_j\rangle$, and form
\begin{equation}
|R\rangle=\frac{\phi_0+\phi_1}{\sqrt2},\qquad
|L\rangle=\frac{\phi_0-\phi_1}{\sqrt2}.
\end{equation}
Parity makes $x_{00}=x_{11}=0$. The dipole matrix elements are therefore
\begin{align}
q\langle R|x|R\rangle&=\tfrac q2(x_{00}+x_{11}+2x_{01})=qx_{01}\equiv p,\\
q\langle L|x|L\rangle&=\tfrac q2(x_{00}+x_{11}-2x_{01})=-p,\\
q\langle L|x|R\rangle&=\tfrac q2(x_{00}+x_{01}-x_{10}-x_{11})=0 .
\end{align}
These are the localized states, and in their basis the dipole operator is $p\sigma_z$. The energy operator without field has equal diagonal elements $(E_0+E_1)/2$, which we take as the zero of energy. Its off-diagonal element is
\begin{equation}
\langle L|H|R\rangle=\tfrac12(E_0-E_1)=-\frac{\Delta_0}{2}.
\end{equation}
Adding the field energy $-pF\sigma_z$ gives
\begin{equation}
H=-\frac{\Delta_0}{2}\sigma_x-pF\sigma_z
=\begin{pmatrix}-pF&-\Delta_0/2\\-\Delta_0/2&pF\end{pmatrix}.
\label{H}
\end{equation}

\subsection{Energy, dipole and polarizability}

Because $\sigma_x^2=\sigma_z^2=1$ and $\sigma_x\sigma_z+\sigma_z\sigma_x=0$, the cross terms cancel in the square:
\begin{equation}
H^2=\left(\frac{\Delta_0^2}{4}+p^2F^2\right)\mathbf 1 .
\end{equation}
The trace of $H$ is zero, so its eigenvalues are opposite:
\begin{equation}
E_\pm=\pm\tfrac12\sqrt{\Delta_0^2+4p^2F^2}.
\end{equation}

The dipole follows from the derivative of the energy. For a normalized eigenstate $\psi$,
\begin{equation}
\frac{dE}{dF}=\Big\langle\psi\Big|\frac{dH}{dF}\Big|\psi\Big\rangle
+E\frac{d}{dF}\langle\psi|\psi\rangle
=-\langle\psi|p\sigma_z|\psi\rangle ,
\end{equation}
since the norm does not change. Thus $m=-dE_-/dF$, and
\begin{equation}
m(F)=\frac12\,\frac{8p^2F}{2\sqrt{\Delta_0^2+4p^2F^2}}
=\frac{2p^2F}{\sqrt{\Delta_0^2+4p^2F^2}} .
\label{m}
\end{equation}
For $2pF\ll\Delta_0$ the root can be expanded:
\begin{equation}
m(F)=\frac{2p^2}{\Delta_0}F\left[1-\frac12\left(\frac{2pF}{\Delta_0}\right)^2+\dots\right].
\label{expand}
\end{equation}
The slope at the origin is the polarizability,
\begin{equation}
\boxed{\;\alpha=\frac{2p^2}{\Delta_0}\;}
\label{alpha}
\end{equation}
In the opposite limit, $2pF\gg\Delta_0$, Eq.~(\ref{m}) gives $m\to p$: the particle is in one well and this model has nothing more to polarize.

\subsection{The same result from the mixing of levels}

Without field the eigenstates are $|0\rangle=(|R\rangle+|L\rangle)/\sqrt2$ and $|1\rangle=(|R\rangle-|L\rangle)/\sqrt2$. Neither has a mean dipole, but $\sigma_z|0\rangle=|1\rangle$. First-order perturbation theory gives
\begin{equation}
|\psi\rangle\simeq|0\rangle+\frac{\langle1|pF\sigma_z|0\rangle}{E_1-E_0}|1\rangle
=|0\rangle+\frac{pF}{\Delta_0}|1\rangle .
\end{equation}
The dipole comes from the two equal cross terms between $|0\rangle$ and $|1\rangle$,
\begin{equation}
m\simeq2\,\frac{pF}{\Delta_0}\,\langle0|p\sigma_z|1\rangle=\frac{2p^2F}{\Delta_0}.
\end{equation}
The linear response is thus a shift of amplitude between the wells within a single quantum state. It needs no thermal hopping.

\section{Comparison of the estimate with the solution}

The scaling law is right and its factor is too small by two. Equation~(\ref{m}) shows why. At the assumed crossover field $F=\Delta_0/p$, the dipole is $2p/\sqrt5=0.894\,p$, so the claim that it is close to $p$ was sound. But the curve has already bent over: the initial slope continued to this field would give $2p$. The estimate took, in effect, a chord across the saturating curve, with its end rounded up from $0.894\,p$ to $p$, while $\alpha$ is the tangent at the origin.

The energy that competes with $\Delta_0$ is the difference between the wells, $2pF$. The natural field scale is therefore
\begin{equation}
F_s=\frac{\Delta_0}{2p}.
\end{equation}
The tangent reaches $p$ at this field, where the true dipole is $p/\sqrt2$.

As $\Delta_0$ decreases, $\alpha$ grows as $1/\Delta_0$, but $F_s$ shrinks in proportion. Their product stays at $\alpha F_s=p$. A weakly tunnelling dipole is thus very polarizable over a very small range of field.

\section{Numerical example}

With $p=0.05\,e\,$nm and $\Delta_0=20\,\mu$eV,
\begin{equation}
\alpha=\frac{2(0.05\,e\,{\rm nm})^2}{20\times10^{-6}\,e{\rm V}}
=250\,\frac{e\,{\rm nm}^2}{\rm V}=4.0\times10^{-35}\,{\rm C\,m^2/V},
\end{equation}
against $125\,e\,{\rm nm^2/V}$ from the estimate. A numerical diagonalization of Eq.~(\ref{H}) at two small opposite fields gives the slope $250.00\,e\,{\rm nm^2/V}$.

The polarizability volume $\alpha/(4\pi\varepsilon_0)$ is $360\,$nm$^3$, although for a charge $e$ the wells are a distance $d=2p/e=0.1\,$nm apart. Putting $p=ed/2$ into Eq.~(\ref{alpha}) explains the contrast:
\begin{equation}
\frac{\alpha}{4\pi\varepsilon_0}=d^3\,\frac{e^2/(4\pi\varepsilon_0d)}{2\Delta_0}.
\end{equation}
The volume $d^3=10^{-3}\,$nm$^3$ is multiplied by the ratio of an electrostatic energy of atomic size to twice the tiny tunnel splitting, here $3.6\times10^5$.

Let the defect lie in an insulating layer of thickness $t=2\,$nm between normal-metal electrodes at voltage $V$, so that $F=V/t$. The extra electrode charge is $-dE_-/dV=m/t$. The defect therefore adds the capacitance
\begin{equation}
\delta C=\frac{\alpha}{t^2}=\frac{4.0\times10^{-35}}{(2\times10^{-9})^2}\,{\rm F}
=1.0\times10^{-17}\,{\rm F}.
\end{equation}

A probe of $10\,\mu$V gives $F=5\,\mu$V/nm, or $5\times10^{-5}\,$MV/cm. The scale $F_s$ is $2\times10^{-3}\,$MV/cm, so $2pF/\Delta_0=0.025$. The linear dipole is $\alpha F=1.25\times10^{-3}\,e\,$nm. Equation~(\ref{expand}) predicts a relative reduction of $0.025^2/2=3.1\times10^{-4}$, and the diagonalized value, $1.2496\times10^{-3}\,e\,$nm, agrees. The ground level moves by $-\alpha F^2/2=-3.1\times10^{-3}\,\mu$eV.

\section{Where the result changes}

\subsection{Unequal wells and temperature}

Let the wells differ in energy by $\varepsilon$ without field. The field and this bias enter together through $U=\varepsilon+2pF$:
\begin{equation}
H=-\tfrac12\Delta_0\sigma_x-\tfrac12U\sigma_z,\qquad
E_\pm=\pm\tfrac12W,\quad W=\sqrt{\Delta_0^2+U^2}.
\end{equation}
Since $dU/dF=2p$, the lower level has dipole $pU/W$ and the upper has $-pU/W$. At temperature $T$ their populations differ by $\tanh(W/2kT)$, so in thermal equilibrium
\begin{equation}
m=p\,\frac UW\tanh\frac{W}{2kT}.
\end{equation}
To differentiate, use $d(U/W)/dU=1/W-U^2/W^3=\Delta_0^2/W^3$ and $dW/dU=U/W$. At $F=0$, where $U=\varepsilon$,
\begin{equation}
\frac{dm}{dF}=2p^2\left[\frac{\Delta_0^2}{W^3}\tanh\frac{W}{2kT}
+\frac{\varepsilon^2}{W^2}\,\frac{{\rm sech}^2(W/2kT)}{2kT}\right].
\label{thermal}
\end{equation}
The first term is the mixing of levels. The second comes from transfer of population between them, and appears only if the field varies slowly enough for the populations to follow.

For equal wells the second term vanishes and the response is $\alpha\tanh(\Delta_0/2kT)$. Heating reduces it because the upper level responds with the opposite sign. At $20\,$mK, $kT=1.72\,\mu$eV and the relative reduction is $1.8\times10^{-5}$. At $1\,$K, $kT=86.2\,\mu$eV and the factor is $0.1155$. For $kT\gg\Delta_0$ the hyperbolic tangent becomes its argument:
\begin{equation}
\frac{dm}{dF}\to\frac{2p^2}{\Delta_0}\,\frac{\Delta_0}{2kT}=\frac{p^2}{kT}.
\end{equation}
This is the Curie law of a classical dipole with two orientations. At $1\,$K it gives a factor of $0.1160$, already close to the full value. The splitting has dropped out, and the divergence of Eq.~(\ref{alpha}) at small $\Delta_0$ is cut off by temperature.

At zero temperature a bias multiplies $\alpha$ by $(\Delta_0/W)^3$. A residual $\varepsilon=2\,\mu$eV gives $0.985$, or $246\,e\,{\rm nm^2/V}$. With $\varepsilon=100\,\mu$eV the factor is $0.0075$, and $1.9\,e\,{\rm nm^2/V}$ remains. At $20\,$mK the population term is negligible in both cases: $2\times10^{-6}$ of $\alpha$ for the small bias and far less for the large one. With the large bias the particle is settled almost entirely in the lower well, which is why so little response remains. A static field $F=-\varepsilon/2p$ restores the symmetric point, because it makes $U=0$. For $100\,\mu$eV its magnitude is $10^{-2}\,$MV/cm, or $2\,$mV across the layer. The full value of $\alpha$ returns only if the defect also stays in its ground state. At $2\,$mV a tunnelling electron can give up far more energy than $\Delta_0$, so a current through the layer may excite the defect and reduce the response.

\subsection{An oscillating field}

Replace $F$ by $F\cos\omega t$ and write the state, to first order in $F$, as $e^{i\Delta_0t/2\hbar}(|0\rangle+b|1\rangle)$. The Schr\"odinger equation projected on $|1\rangle$ is
\begin{equation}
i\hbar\dot b=\Delta_0b-pF\cos\omega t .
\end{equation}
Insert $b=Ae^{-i\omega t}+Be^{i\omega t}$ and compare the coefficients of the two exponentials:
\begin{equation}
A=\frac{pF/2}{\Delta_0-\hbar\omega},\qquad B=\frac{pF/2}{\Delta_0+\hbar\omega}.
\end{equation}
The dipole is $m=2p\,{\rm Re}\,b=2p(A+B)\cos\omega t$, so
\begin{equation}
\alpha(\omega)=\frac{2p^2\Delta_0}{\Delta_0^2-\hbar^2\omega^2}
=\frac{\alpha}{1-(\hbar\omega/\Delta_0)^2}.
\end{equation}
This holds without damping, away from resonance, for a field switched on gradually. Here $\Delta_0/h=4.84\,$GHz. A probe at $0.1\,$GHz raises the response by $(0.1/4.84)^2=4.3\times10^{-4}$. Near $4.84\,$GHz the static value has no use: the defect absorbs, and damping and saturation decide the response.

\subsection{A neighbouring defect}

Take two identical defects coupled by $-J\sigma_{z1}\sigma_{z2}$. Each $\sigma_z$ exchanges $|0\rangle$ and $|1\rangle$. The states $|00\rangle$ and $|11\rangle$, with energies $\mp\Delta_0$, are therefore coupled by $-J$, while $|S\rangle=(|01\rangle+|10\rangle)/\sqrt2$ has energy $-J$. The ground state is
\begin{equation}
|g\rangle=\cos\theta|00\rangle+\sin\theta|11\rangle,\quad
\sin2\theta=\frac JR,\quad R=\sqrt{\Delta_0^2+J^2},
\end{equation}
with energy $-R$. The total dipole $p(\sigma_{z1}+\sigma_{z2})$ takes both $|00\rangle$ and $|11\rangle$ to $\sqrt2\,p|S\rangle$. Its squared matrix element is $2p^2(\cos\theta+\sin\theta)^2=2p^2(1+J/R)$, and the energy denominator is $R-J$. Second-order perturbation theory, divided by two defects, gives
\begin{equation}
\alpha_{\rm pair}=\frac{2p^2(R+J)}{R(R-J)}=\alpha\,\frac{(R+J)^2}{R\Delta_0},
\end{equation}
where the last step uses $(R-J)(R+J)=\Delta_0^2$.

For dipoles side by side, parallel alignment costs energy, so $J=-p^2/(4\pi\varepsilon_0\varepsilon_rr^3)$. With $r=10\,$nm and host permittivity $\varepsilon_r=10$, $J=-0.36\,\mu$eV and the factor is $0.96$. This value is for a host without nearby electrodes. Between metal electrodes only $2\,$nm apart, image charges weaken the coupling at $r=10\,$nm by more than three orders of magnitude, and this electric correction becomes negligible. The metal does not screen the coupling through strain, which real tunnelling defects also have. A rough estimate $|J|\sim\gamma^2/(\rho v^2r^3)$, with a deformation potential $\gamma$ of $0.3$ to $1\,$eV, density $\rho\approx3200\,$kg/m$^3$ and sound speed $v\approx6000\,$m/s, gives $0.1$ to $1.4\,\mu$eV at $10\,$nm, a change of $\alpha$ by about $1$ to $15\%$ in either direction. An identical neighbour only one or two nanometres away changes the response strongly even with the electrodes: side by side in the middle of the layer, the screened electric coupling gives a factor of $0.50$ at $2\,$nm and about $1.5\times10^{-4}$ at $1\,$nm.

\subsection{Higher levels}

For the complete double well, perturbation theory sums over all excited states:
\begin{equation}
\alpha_{\rm full}=\frac{2p^2}{\Delta_0}+2q^2\sum_{n\ge2}\frac{|x_{0n}|^2}{E_n-E_0}.
\end{equation}
When the barrier is high, the second term describes mainly the displacement of the particle inside each well. To size it, take a particle with the proton's mass and coupling charge $e$ in the potential $V_b(x^2/a^2-1)^2$. Requiring the chosen $p$ and $\Delta_0$ gives $a=0.0525\,$nm and $V_b=0.573\,$eV. The second excited level lies $0.235\,$eV above the ground level, and the higher levels add $2.9\times10^{-6}$ of $\alpha$. The energy ratio $\Delta_0/(E_2-E_0)$ alone gives $8.5\times10^{-5}$; the remaining reduction comes from the matrix elements. The one to the second excited level vanishes by parity, and those to the higher odd levels are small because the zero-point motion inside a well is small compared with the distance between the wells.

The correction depends on the barrier. In a shallow well with $V_b=2\hbar^2/(Ma^2)$, where $M$ is the mass of the particle, it is $0.36\%$. There the first excited level already lies just above the top of the barrier, so the two lowest states are no longer a tunnelling pair, yet they still carry almost all of the response. A direct calculation of the dipole in a weak field tested the complete sum there, and the two agreed to within one part in $10^6$. The electronic polarizability of the defect and its host is outside this model.

\section{Relation to real tunnelling defects}

The example takes its material values from defects in the amorphous aluminium-oxide barriers of superconducting qubits. A moment of a few hundredths of $e\,$nm, a splitting of some GHz, a barrier of about $2\,$nm and a temperature of tens of mK are rough typical values. The steady voltages of the example, however, assume normal-metal electrodes. Across a Josephson junction a constant voltage $V$ drives a current that oscillates at the frequency $2eV/h$. For $10\,\mu$V this is $4.84\,$GHz, the frequency of the defect itself, so its response would not be static. The $2\,$mV that cancels the large bias also exceeds the gap voltage of an aluminium junction, about $0.4\,$mV. The proton model shows that such a splitting is possible for a light atom; it does not identify the defect. The assumption most easily broken is that of equal wells. A disordered solid offers a wide range of biases, and a bias of $100\,\mu$eV moves the result from $250$ to $1.9\,e\,{\rm nm^2/V}$ at fixed $p$ and $\Delta_0$. For an isolated defect this is by far the largest of the effects sized here at $20\,$mK and low frequency; an identical neighbour within one or two nanometres can compete with it. The value $2p^2/\Delta_0$ therefore belongs to a defect that is symmetric by chance or has been tuned to its symmetric point. It should not be multiplied by the number of all defects to obtain the permittivity of the oxide. Qubits themselves work at several GHz. A defect whose level spacing is close to the drive frequency then responds resonantly, and its static polarizability does not apply. The numerical output lists the main computed values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS
well dipole p = 0.050 e nm
tunnel splitting Delta0 = 20.0 ueV
barrier-layer thickness = 2.0 nm
probe voltage = 10.0 uV
probe frequency = 0.10 GHz
temperature = 20 mK
MAIN RESULTS
Delta0/h = 4.836 GHz
polarizability alpha = 250.00 e nm^2/V
alpha in SI = 4.0054e-35 C m^2/V
alpha/(4 pi eps0) = 359.99 nm^3
slope from diagonalization = 250.00 e nm^2/V
field scale Delta0/(2p) = 2.000e-03 MV/cm
probe field = 5.000e-05 MV/cm
ratio 2pF/Delta0 = 0.0250
linear induced dipole = 1.250000e-03 e nm
full induced dipole = 1.249610e-03 e nm
ground-level Stark shift = -3.1245e-03 ueV
NEGLECTED EFFECTS (factor = response / (2p^2/Delta0))
kT at 20 mK = 1.7235 ueV
temperature: factor - 1 = -1.82e-05
kT at 1 K = 86.17 ueV
factor at 1 K = 0.1155
p^2/kT at 1 K, as factor = 0.1160
finite field: factor - 1 = -3.12e-04
finite frequency: factor - 1 = 4.28e-04
bias 2 ueV: tunnelling factor = 0.98517
bias 2 ueV: population part = 1.98e-06
bias 100 ueV: tunnelling factor = 0.00754
bias 100 ueV: population part = 4.47e-25
host relative permittivity = 10
neighbour distance = 10 nm
neighbour interaction J = -0.3600 ueV
neighbour: factor = 0.9645
DOUBLE-WELL MODEL (proton mass, coupling charge e)
well position a = 0.05249 nm
barrier height = 0.5733 eV
second excited level above ground = 0.2346 eV
localized state, weight on wrong side = 3.99e-06
higher levels: added share of alpha = 2.87e-06
shallow test well: added share = 3.60e-03
\end{verbatim}
